# Long-Wavelength Exchange-Correlation Kernels and the Permittivity of an Insulator

## 1. The physical situation

Put an insulating film between two electrodes and apply a small voltage. The electrons in each unit cell shift slightly, the film polarizes, and the capacitance rises by the factor \(\varepsilon_M\), the macroscopic permittivity. In time-dependent density-functional theory each electron feels the applied potential, the electrostatic potential of the displaced charge, and a change of the exchange-correlation potential. The last is described by a kernel \(f_{xc}\), the response of that potential to a change of density.

The applied field is almost uniform, so its wavevector \(q\) is close to zero. Which kernels still matter in that limit? In an insulator a slowly varying potential produces a density change of order \(q^2\). As long as variations of the induced density within a unit cell are neglected, a finite kernel multiplies only this small density and its effect disappears; Section 10 shows what those variations change. A kernel growing as \(1/q^2\) compensates for the smallness, and its effect survives.

## 2. Assumptions and conventions

The crystal has filled valence bands, a finite gap and no free carriers. The temperature is zero, the nuclei are fixed, the response is static and linear, and \(q\) points along a cubic axis \(x\). Hartree atomic units are used in the derivation. The electron charge is \(-1\), \(w\) denotes a potential energy, \(\delta n\) a change of electron number density, and the Coulomb interaction is \(v=4\pi/q^2\).

A wave of wavevector \(q\) in a crystal also induces density waves at \(q+G\), with \(G\) a reciprocal lattice vector. The potentials they create are the local fields. They are neglected until Section 10: only the component at \(q\) acts back on the electrons, so response and kernel become plain numbers at each \(q\).

The bands, and hence the independent-particle response \(\chi_0\), are held fixed while kernels are compared. Write
\[
L=\lim_{q\to0}q^2f_{xc}(q),
\]
and let \(\varepsilon_0^{M}\) be the permittivity at \(f_{xc}=0\), the random-phase approximation. The result to be derived is
\[
\varepsilon_M=1+\frac{\varepsilon_0^{M}-1}{1+L(\varepsilon_0^{M}-1)/4\pi}.
\]

## 3. The response of independent electrons

Let the total effective potential be \(w\,e^{iqx}+w^*e^{-iqx}\). The density component at \(q\) is the expectation value of \(A=e^{-iqx}/V\), where \(V\) is the crystal volume. First-order perturbation theory, with a factor 2 for spin, gives
\[
\delta\langle A\rangle=2\sum_{v,c}\frac{\langle v|A|c\rangle\langle c|\delta H|v\rangle+\langle v|\delta H|c\rangle\langle c|A|v\rangle}{E_v-E_c}.
\]
Here \(v\) runs over filled and \(c\) over empty states; transitions between two filled states cancel in pairs. The part \(w^*e^{-iqx}\) of \(\delta H\) does not contribute, because together with \(A\) it would change the crystal momentum by \(2q\), which is not a reciprocal lattice vector. The part \(w\,e^{iqx}\) leaves
\[
\delta n=-\frac{2w}{V}\sum_{v,c}\frac{|\langle c|e^{iqx}|v\rangle|^2+|\langle c|e^{-iqx}|v\rangle|^2}{E_c-E_v}.
\]
Time reversal replaces each orbital by its complex conjugate at the same energy and turns one matrix element into the conjugate of the other. The two sums are therefore equal. With \(\delta n=\chi_0w\) and Bloch states labelled by \(k\),
\[
\chi_0(q)=-\frac4V\sum_{k,v,c}\frac{|\langle c,k+q|e^{iqx}|v,k\rangle|^2}{E_{c,k+q}-E_{v,k}}.
\]

## 4. Why the gap makes it quadratic

Write a Bloch state as \(e^{ik\cdot r}u_{nk}\). The phase factors cancel in the matrix element, which becomes \(\langle u_{c,k+q}|u_{v,k}\rangle\). For a local crystal potential \(U\), the periodic parts are eigenstates of
\[
H_k=\tfrac12(p+k)^2+U(r),
\]
so that
\[
H_{k+q}-H_k=q(p_x+k_x)+\tfrac12q^2.
\]
Take this operator between \(u_{c,k+q}\) and \(u_{v,k}\). On the left, \(H_{k+q}\) acts on its own eigenstate and \(H_k\) on its own, which gives
\[
(E_{c,k+q}-E_{v,k})\langle u_{c,k+q}|u_{v,k}\rangle
=q\langle u_{c,k+q}|p_x+k_x|u_{v,k}\rangle+\tfrac12q^2\langle u_{c,k+q}|u_{v,k}\rangle.
\]
The energy difference stays finite as \(q\to0\), so the overlap is of order \(q\) and the last term is of order \(q^3\). Dividing by the energy difference,
\[
\langle u_{c,k+q}|u_{v,k}\rangle=\frac{q\,p_{cv}}{E_c-E_v}+O(q^2),
\]
where \(p_{cv}=\langle c,k|p_x|v,k\rangle\) is the momentum matrix element between the full Bloch states. Squaring and inserting,
\[
\chi_0(q)=-Pq^2+O(q^4),\qquad
P=\frac4V\sum_{k,v,c}\frac{|p_{cv}|^2}{(E_c-E_v)^3}.
\]
There is no cubic term, since time reversal makes \(\chi_0\) even in \(q\). The sum is finite: each denominator is at least the cube of the smallest direct gap, and \(\sum_c|p_{cv}|^2\) cannot exceed \(\langle v|p_x^2|v\rangle\).

A metal behaves differently. A slow potential \(w\) moves electrons across the Fermi level, and \(\chi_0\) tends to a finite value \(-N\), with \(N\) the density of states there. The results below need the quadratic law and do not carry over.

## 5. From the response to the permittivity

The self-consistent density obeys
\[
\delta n=\chi_0\,(w_{ext}+v\,\delta n+f_{xc}\,\delta n).
\]
The macroscopic electric field comes from the applied and the electrostatic potentials, \(w_{mac}=w_{ext}+v\,\delta n\). The exchange-correlation potential acts on the electrons, but a test charge does not feel it, so it does not belong in \(w_{mac}\). The permittivity is the ratio of applied to macroscopic potential:
\[
\varepsilon=\frac{w_{ext}}{w_{mac}}=\frac{w_{mac}-v\,\delta n}{w_{mac}}=1-v\frac{\delta n}{w_{mac}}.
\]
Written with \(w_{mac}\), the density equation reads \(\delta n=\chi_0(w_{mac}+f_{xc}\delta n)\). Collecting the terms in \(\delta n\) gives \(\delta n/w_{mac}=\chi_0/(1-f_{xc}\chi_0)\), and so
\[
\varepsilon(q)=1-\frac{v\chi_0}{1-f_{xc}\chi_0}.
\]

## 6. The limit

The numerator is the same for every kernel:
\[
v\chi_0=\frac{4\pi}{q^2}\left[-Pq^2+O(q^4)\right]\to-4\pi P.
\]
In the denominator,
\[
f_{xc}\chi_0=-(q^2f_{xc})\left[P+O(q^2)\right]\to-LP.
\]
Therefore
\[
\varepsilon_M=1+\frac{4\pi P}{1+LP}.
\]
At \(L=0\) this is \(\varepsilon_0^M=1+4\pi P\), and replacing \(P\) by \((\varepsilon_0^M-1)/4\pi\) gives the formula of Section 2. The change caused by the kernel is
\[
\varepsilon_M-\varepsilon_0^M=4\pi P\left(\frac1{1+LP}-1\right)=-\frac{4\pi LP^2}{1+LP}.
\]
Since \(P>0\), it vanishes if and only if \(L=0\).

**Finite kernel.** If \(f_{xc}\) tends to a finite number, then \(q^2f_{xc}\to0\), \(L=0\) and \(\varepsilon_M=\varepsilon_0^M\).

**Kernel \(-\alpha/q^2\).** Here \(L=-\alpha\) and
\[
\varepsilon_M=1+\frac{4\pi P}{1-\alpha P},
\]
which exceeds \(\varepsilon_0^M\) for \(0<\alpha P<1\) and lies below it for \(\alpha<0\).

**Approach to the limit.** At small nonzero \(q\) a finite kernel \(f\) does shift the permittivity. With \(\chi_0\approx-Pq^2\),
\[
\varepsilon_f(q)-\varepsilon_{f=0}(q)\approx4\pi P\left(\frac1{1+fPq^2}-1\right)\approx-4\pi P^2f\,q^2.
\]
For a kernel \(-\beta/q\), replace \(f\) by \(-\beta/q\): the shift is \(4\pi P^2\beta q\). It vanishes too, but linearly. Divergence alone is thus not enough; the kernel must diverge as fast as \(1/q^2\).

## 7. The kernel as an internal field

Let \(P_m\) be the macroscopic polarization. The induced charge density is \(-\delta n=-\partial_xP_m\), so \(\delta n=iqP_m\). The exchange-correlation potential energy is \(f_{xc}\delta n=iqf_{xc}P_m\). For charge \(-1\) the force is \(-E\), so a potential energy \(w\) corresponds to a field \(E=\partial_xw=iqw\). Hence
\[
E_{xc}=iq\,(iqf_{xc}P_m)=-q^2f_{xc}P_m\to-LP_m.
\]
A finite kernel gives a field that dies out as the polarization becomes uniform. The kernel \(-\alpha/q^2\) gives \(E_{xc}=\alpha P_m\), which persists and assists the applied field when \(\alpha>0\).

The electrons respond to the sum of the fields with polarizability \(P\):
\[
P_m=P(E+\alpha P_m)\quad\Rightarrow\quad P_m=\frac{P}{1-\alpha P}E,
\]
and \(\varepsilon_M=1+4\pi P_m/E\) reproduces Section 6.

This also gives the stability condition for a film between electrodes at fixed voltage. Solving for the field, \(E=(1/P-\alpha)P_m\), and the work per volume needed to build up the polarization is
\[
\int E\,dP_m=\tfrac12\left(\frac1P-\alpha\right)P_m^2.
\]
It is positive for \(\alpha P<1\). At \(\alpha P=1\) the crystal would polarize without any macroscopic field, and linear response at fixed voltage fails. For a density wave driven by a fixed external charge, the depolarizing field adds \(4\pi\) to the bracket, and the response stays finite until \(\alpha P=1+4\pi P\).

## 8. A check by direct self-consistency

The formula for \(\varepsilon(q)\) can be tested without a sum over transitions. Take a crystal of sheets: electrons move along \(x\) in the potential \(2U_1\cos(2\pi x/d)\), with \(U_1=0.15\) hartree, \(d=6\) bohr, and one filled band per cross-section of 10 bohr\(^2\). Twenty cells form a supercell, and a weak applied wave spans its whole length, so \(q=2\pi/120\) bohr\(^{-1}\). The Hamiltonian is diagonalized with the wave present, and the potential at \(q\) is adjusted until it agrees with the density it creates.

The permittivity found this way is 4.356 without a kernel, 4.381 with a finite kernel of \(-10\) atomic units, and 6.599 with \(-1.5/q^2\). The formula, with \(\chi_0\) from the band sum of the small cell, gives the same values to all printed digits. The small shift of 0.025 from the finite kernel is the order-\(q^2\) remainder at this wavelength.

## 9. Diamond as a worked example

Diamond is an insulator with a wide gap. It is modelled here by a local empirical pseudopotential with lattice constant \(a=0.357\) nm. The form factors are \(-11.0\), 4.6 and 1.8 eV for \(|G|^2=3\), 8 and 11 in units of \((2\pi/a)^2\), rounded values of rough typical size. The bands do not come from a self-consistent density-functional calculation.

The band sum gives \(P=0.2814\). Without a kernel,
\[
\varepsilon_0^M=1+4\pi(0.2814)=4.54.
\]
For the long-range kernel choose \(\alpha=0.60\). In ordinary units it is \(-\alpha e^2/(4\pi\epsilon_0q^2)\), with \(\epsilon_0\) the vacuum permittivity, and its size is \(\alpha/4\pi=4.8\%\) of the Coulomb interaction. Then \(\alpha P=0.1688\) and
\[
\varepsilon_M=1+\frac{3.5355}{1-0.1688}=5.25.
\]
The permittivity rises by 16%, at fixed bands. The stability limit at fixed voltage is \(\alpha=1/P=3.55\), well above the chosen value.

For the finite kernel take local exchange at the mean valence density. Its energy per volume is \(-\tfrac34(3/\pi)^{1/3}n^{4/3}\), and two derivatives with respect to \(n\) give
\[
f=-\tfrac13\left(\frac3\pi\right)^{1/3}n^{-2/3}.
\]
Eight valence electrons in the primitive cell of volume \(a^3/4\) make \(n=32/a^3=703\) nm\(^{-3}\), hence \(f=-0.00598\) eV nm\(^3\). The permittivities at finite \(q\), from the orbital overlaps, are:

| \(q\) (nm\(^{-1}\)) | no kernel | finite | \(-\alpha/q^2\) |
|---|---|---|---|
| 0.25 | 4.5333 | 4.5336 | 5.2504 |
| 0.50 | 4.5269 | 4.5279 | 5.2410 |
| 1.00 | 4.5017 | 4.5058 | 5.2047 |
| 2.00 | 4.4111 | 4.4265 | 5.0747 |

The extra digits serve to show the differences between the columns, not the accuracy of the model. Those differences change by up to about 2% on a denser \(k\) mesh. The fall with \(q\) down a column is less well converged: without a kernel, the drop from \(q\to0\) to 2 nm\(^{-1}\) is 0.124 on this mesh and 0.100 on a denser one. The permittivity without a kernel tends to the value 4.5355 obtained from momentum matrix elements, which tests Section 4. The finite kernel adds 0.000258 at 0.25 nm\(^{-1}\), in agreement with \(-4\pi P^2fq^2\). Doubling \(q\) multiplies this shift by 3.99; for a kernel \(-\beta/q\) the factor is 2.00. The shift caused by the long-range kernel does not vanish but tends to 0.72 as \(q\) falls.

For a film of thickness \(t=10\) nm, \(C/A=\epsilon_0\varepsilon_M/t\) gives 0.40 µF/cm\(^2\) with no kernel or a finite one, and 0.47 µF/cm\(^2\) with the long-range kernel. Bulk permittivity is assumed throughout the film, and the electrodes are taken as perfect conductors. A screening length of 0.05 nm in each electrode would lower these capacitances by 4 to 5%.

## 10. What local fields change

The statement about finite kernels depends on the neglect of local fields. To see why, restore the components at \(G\neq0\), marked \(B\), and let \(K_B\) be the sum of Coulomb interaction and kernel there, taken diagonal in \(G\). With \(u\) the total potential at \(q\),
\[
\delta n_B=\chi_{B0}u+\chi_{BB}K_B\delta n_B,\qquad
\delta n_0=\chi_{00}u+\chi_{0B}K_B\delta n_B,
\]
where all \(\chi\) are blocks of the independent-particle response. Solving the first equation for \(\delta n_B\) and inserting it in the second gives \(\delta n_0=\tilde\chi u\), with
\[
\tilde\chi=\chi_{00}+\chi_{0B}K_B(1-\chi_{BB}K_B)^{-1}\chi_{B0}.
\]
Section 5 then holds with \(\chi_0\) replaced by \(\tilde\chi\). Each factor \(\chi_{0B}\) and \(\chi_{B0}\) contains one overlap of order \(q\), so the added term is of order \(q^2\), like \(\chi_{00}\) itself. It contains the kernel at nonzero \(G\), where even a finite kernel counts. The coefficient \(P\) is changed, and with it the limit.

With 51 reciprocal vectors and \(q=0.25\) nm\(^{-1}\), the model gives 4.17 without a kernel, 4.31 with the finite kernel, and 4.76 with \(-\alpha/|q+G|^2\). Local fields thus lower the permittivity by 8% without a kernel and by 9% with the long-range one. The finite kernel now adds 0.134 at 0.25 nm\(^{-1}\) and 0.134 at 0.50 nm\(^{-1}\): its shift no longer falls as \(q^2\). It is about 3% of the permittivity, against 14% for the long-range kernel.

These values are not fully converged. A constant kernel does not weaken with growing \(G\), and with 113 reciprocal vectors instead of 51 the finite-kernel shift rises to about 0.175, or 4% of the permittivity; with a larger basis and more vectors it levels off near 0.18. Local exchange evaluated on the non-uniform valence density, a kernel not diagonal in \(G\), gives about 0.14 instead. The three permittivities themselves move by 0.01 to 0.04, and a denser \(k\) mesh lowers them by another 0.03 to 0.04. That the shift survives at small \(q\) is the reliable result, not its exact size.

## 11. The model beside real diamond

The smallest gap of the model is 7.4 eV (7.3 eV with a larger plane-wave basis), while that of real diamond is roughly 5.5 eV, so the model gap is too wide. The measured permittivity is roughly 5.7. The long-range value of 5.25 is closer to it than 4.54, but this does not validate the kernel, because \(\alpha\) was chosen and the gap is wrong. Narrowing the gap rigidly by 0.4 eV, a rough size for the effect of electron-phonon coupling, raises the two values to 4.63 and 5.40. The gap error is several times larger: a rigid narrowing by 1.9 eV at fixed orbitals adds about 0.53 to the value without a kernel, comparable with the 0.72 added by the kernel. In a real device the assumption of no free carriers can also fail. At 300 K thermal excitation across the model gap is negligible, since the gap is about 140 times \(2k_BT\), but dopants and defects can supply carriers. For a residual density of \(10^{15}\) cm\(^{-3}\) the Debye length is 87 nm. The limit \(q\to0\) must then be read as \(q\) small on the scale of the lattice but large compared with 0.012 nm\(^{-1}\); at smaller \(q\) the carriers screen and the static response is no longer that of an insulator. The kernel \(-\alpha/q^2\) cannot be kept unchanged there: since \(\chi_0\) now tends to a finite value, the denominator \(1-f_{xc}\chi_0\) would pass through zero, near 0.006 nm\(^{-1}\) for these numbers.

Some other neglected effects are smaller for these numbers:

- A denser \(k\) mesh changes 4.54 and 5.25 to 4.51 and 5.21, and a larger plane-wave basis changes them to 4.56 and 5.28. With both refinements they are 4.53 and about 5.245, and \(1/P\) is 3.56.
- At a photon energy of 2 eV the values without and with the long-range kernel are higher than the static ones by 0.07 and 0.10, with \(\alpha\) held at its static value.
- At 10 MV/cm, a field of rough breakdown size, the energy drop per lattice constant is 0.36 eV, or 5% of the model gap. Inversion symmetry removes the correction to \(\varepsilon_M\) linear in the field, so a nonlinear correction of the order of the square of this ratio, a few parts in a thousand, is a plausible estimate.
- The lattice adds no first-order polarization. Inversion about a bond centre exchanges the two atoms and leaves their relative displacement unchanged, but it reverses a polarization, so the two cannot be proportional.

The numerical output below lists the values at more digits.

## Table of computed values

```
Sheet crystal: eps self-consistent | formula
  no kernel: 4.356200 | 4.356200
  finite kernel: 4.380956 | 4.380956
  1/q^2 kernel: 6.599423 | 6.599423
Diamond lattice constant: 0.357 nm
Form factor, |G|^2 = 3 (2pi/a)^2: -11.0 eV
Form factor, |G|^2 = 8 (2pi/a)^2: 4.6 eV
Form factor, |G|^2 = 11 (2pi/a)^2: 1.8 eV
Plane waves: 113; k points: 256
Smallest gap: 7.42 eV; direct gap at Gamma: 9.65 eV
Polarizability P: 0.28135 (dimensionless, atomic units)
eps without kernel, q->0: 4.5355
alpha: 0.60; alpha/(4 pi): 0.04775
alpha*P: 0.1688; limit of stability alpha: 3.554
eps with 1/q^2 kernel, q->0: 5.2535
Relative change of eps: 15.83 %
Mean valence density: 703.3 nm^-3
Finite kernel: -0.005977 eV nm^3
q (nm^-1) | eps: no kernel, finite, 1/q^2 | finite shift
  0.25 | 4.53332, 4.53358, 5.25037 | 0.000258
  0.50 | 4.52685, 4.52788, 5.24101 | 0.001027
  1.00 | 4.50171, 4.50577, 5.20472 | 0.004055
  2.00 | 4.41109, 4.42654, 5.07474 | 0.015442
Finite shift by q^2 law at 0.25 nm^-1: 0.000258
Finite shift ratio on doubling q: 3.986
1/q kernel shift ratio on doubling q: 1.997
Film thickness: 10 nm
Capacitance, no or finite kernel: 0.4016 uF/cm2
Capacitance, 1/q^2 kernel: 0.4652 uF/cm2
With local fields (51 G vectors, q = 0.25 nm^-1):
  eps no kernel: 4.1745
  eps finite kernel: 4.3081
  eps 1/q^2 kernel: 4.7579
  finite shift at 0.25, 0.50 nm^-1: 0.13365, 0.13417
eps no kernel, denser k mesh: 4.5087
eps no kernel, more plane waves: 4.5559
Gap narrowed by 0.4 eV, eps no kernel | 1/q^2: 4.6343 | 5.3974
Photon energy 2.0 eV, eps no kernel | 1/q^2: 4.6050 | 5.3546
Gap/(2kT) at 300 K: 143.5
Debye length at 1e+15 cm^-3: 86.6 nm
Inverse Debye length: 0.01154 nm^-1
Energy drop per lattice constant at 10 MV/cm: 0.357 eV
Energy drop / gap: 0.0481
```
